\section*{Long-Range Charge-Transfer Excitations in Hybrid Functionals and the Mulliken Limit}

Consider two electrons and two real, orthonormal orbitals: $\phi_i$ on a donor D, doubly occupied in the ground state, and $\phi_a$ on a distant acceptor A, empty. Hartree atomic units are used throughout. Let $h_{pp}$ be the one-electron energy of orbital $p$, and write
\begin{equation}
(pq|rs)=\iint \frac{\phi_p(\mathbf r)\phi_q(\mathbf r)\,\phi_r(\mathbf r')\phi_s(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r' .
\end{equation}
The ground determinant has energy $E_0=2h_{ii}+(ii|ii)$. The singlet with one electron moved has the spatial function $[\phi_i(1)\phi_a(2)+\phi_a(1)\phi_i(2)]/\sqrt2$ and the energy
\begin{equation}
E_1=h_{ii}+h_{aa}+(ii|aa)+(ia|ia).
\end{equation}
The Hartree--Fock eigenvalues, both computed in the field of the ground state, are
\begin{equation}
\varepsilon_i=h_{ii}+(ii|ii),\qquad
\varepsilon_a=h_{aa}+2(ii|aa)-(ia|ia).
\end{equation}
Eliminating $h_{ii}$ and $h_{aa}$ gives
\begin{align}
E_1-E_0&=h_{aa}-h_{ii}+(ii|aa)+(ia|ia)-(ii|ii)\nonumber\\
&=[\varepsilon_a-2(ii|aa)+(ia|ia)]-[\varepsilon_i-(ii|ii)]\nonumber\\
&\quad+(ii|aa)+(ia|ia)-(ii|ii)\nonumber\\
&=\varepsilon_a-\varepsilon_i-(ii|aa)+2(ia|ia).
\label{two}
\end{align}
The empty orbital's eigenvalue contains repulsion from both donor electrons, but after the transfer only one of them is left on the donor. The term $-(ii|aa)$ removes the surplus repulsion. At large separation $R$ it is the attraction $-1/R$ between the electron and the hole, while $(ia|ia)$ vanishes with the overlap of the orbitals.

In this Hartree--Fock model the attraction comes with coefficient one. A hybrid functional replaces part of the exchange by a semilocal functional, and its excitation energies follow from linear response. What has to be found is which part of the response still produces an attraction when the orbitals no longer overlap.

Let the nonlocal exchange use the interaction $c(r)/r$, with
\begin{equation}
c(r)=\alpha+(\alpha_{\rm SR}-\alpha)\,\mathrm{erfc}(\mu r),
\label{c}
\end{equation}
where $\mu>0$. The fraction of exact exchange is $\alpha_{\rm SR}$ at short range and $\alpha$ at long range. A global hybrid has $c=\alpha$ at every distance. The program calls the long-range fraction \texttt{a\_LR}; here it is $\alpha$, since $a$ labels an orbital. Write $(pq|c|rs)$ for the integral with $1/r$ replaced by $c(r)/r$.

For a closed shell, let $P$ be the density matrix of one spin in the basis of the ground-state orbitals, so that $n=2\sum_{rs}P_{rs}\phi_r\phi_s$. The generalized Kohn--Sham matrix is
\begin{equation}
F_{pq}=h_{pq}+2\sum_{rs}P_{rs}(pq|rs)+(p|v_{\rm xc}|q)-\sum_{rs}P_{rs}(pr|c|sq),
\label{F}
\end{equation}
where $v_{\rm xc}$ is the semilocal part of the potential. The factor 2 counts both spins; exchange acts within one spin and has no such factor. The equation of motion is $i\dot P=[F,P]$.

In the ground state $F$ is diagonal with elements $\varepsilon_p$, and $P^0$ is one on occupied orbitals $i,j$ and zero on empty orbitals $a,b$. A small change must preserve $P^2=P$, hence $P^0\delta P+\delta P\,P^0=\delta P$. Between occupied orbitals this reads $2\delta P_{ij}=\delta P_{ij}$, and between empty ones $0=\delta P_{ab}$. Both blocks therefore vanish, and only occupied--empty elements remain. To first order, with no external field,
\begin{align}
i\,\delta\dot P_{ai}&=(\varepsilon_a-\varepsilon_i)\,\delta P_{ai}+\delta F_{ai},\\
i\,\delta\dot P_{ia}&=-(\varepsilon_a-\varepsilon_i)\,\delta P_{ia}-\delta F_{ia}.
\end{align}
The signs of the last terms come from $[\delta F,P^0]$, since $P^0$ is one on $i$ and zero on $a$.

Set $\delta P_{ai}=X_{ia}e^{-i\omega t}+Y_{ia}e^{i\omega t}$ with real $X$ and $Y$. Hermiticity gives $\delta P_{ia}=Y_{ia}e^{-i\omega t}+X_{ia}e^{i\omega t}$. The semilocal potential is taken to follow the density instantaneously (the adiabatic approximation): $\delta v_{\rm xc}=f\,\delta n$, where $f$ is the derivative of $v_{\rm xc}$ with respect to the density and may contain gradients. Varying Eq.~(\ref{F}), the part of $\delta F_{ai}$ proportional to $e^{-i\omega t}$ is
\begin{align}
&\sum_{jb}\,[2(ia|jb)+2(ia|f|jb)]\,(X_{jb}+Y_{jb})\nonumber\\
&-\sum_{jb}\,[(ij|c|ab)X_{jb}+(ib|c|ja)Y_{jb}].
\end{align}
In the exchange sum, $X_{jb}$ enters through $r=b$, $s=j$, and $Y_{jb}$ through $r=j$, $s=b$. For $\delta F_{ia}$ the two exchange integrals trade places. With the matrices
\begin{align}
\mathbf A_{ia,jb}&=\delta_{ij}\delta_{ab}(\varepsilon_a-\varepsilon_i)+2(ia|jb)\nonumber\\
&\quad+2(ia|f|jb)-(ij|c|ab),\label{A}\\
\mathbf B_{ia,jb}&=2(ia|jb)+2(ia|f|jb)-(ib|c|ja),\label{B}
\end{align}
the two equations of motion become
\begin{equation}
\omega X=\mathbf AX+\mathbf BY,\qquad -\omega Y=\mathbf BX+\mathbf AY .
\label{XY}
\end{equation}
Their sum is $\omega(X-Y)=(\mathbf A+\mathbf B)(X+Y)$ and their difference is $\omega(X+Y)=(\mathbf A-\mathbf B)(X-Y)$. Together they give
\begin{equation}
(\mathbf A-\mathbf B)(\mathbf A+\mathbf B)(X+Y)=\omega^2(X+Y).
\end{equation}
These are the singlet excitations, because both spins were given the same $\delta P$.

Now let $i$ lie on D and $a$ on A. Both fragments are neutral closed shells with a centre of inversion, so they have no dipole, and $R$ is the distance between the centres. The orbitals are assumed to be localized on one fragment each, and the ground state of the functional is assumed to keep the fragments neutral. The diagonal element for the transfer is
\begin{equation}
\mathbf A_{ia,ia}=\varepsilon_a-\varepsilon_i+2(ia|ia)+2(ia|f|ia)-(ii|c|aa).
\label{diag}
\end{equation}
For full exchange and no semilocal part this is Eq.~(\ref{two}).

The second and third terms contain the product $\phi_i\phi_a$, which is exponentially small everywhere. For the third term this does not settle the matter, since $f$ grows where the density is low. Local-density exchange can be bounded. Its energy density is $-Cn^{4/3}$ with a positive constant $C$, and two derivatives give $f=-\tfrac49Cn^{-2/3}$. Since $\phi_i$ is doubly occupied, $n\ge2\phi_i^2$, so
\begin{equation}
|f|\,\phi_i^2\phi_a^2\le \tfrac49\,2^{-2/3}C\,|\phi_i|^{2/3}\phi_a^2 .
\end{equation}
The right-hand side still decays exponentially with $R$ after integration. For correlation and for gradient functionals I assume likewise that $f$ grows too slowly to offset the vanishing overlap. In the PBE example treated below, $2(ia|f|ia)$ falls from $-3.2\times10^{-5}$ to $-4.2\times10^{-9}$ hartree between $R=7$ and 10 bohr, and $2(ia|ia)$ falls by a similar factor. These values show that both terms are negligible in the example, but they do not test the assumption: they come almost entirely from a small admixture of acceptor basis functions in $\phi_i$, in a region where the density is high, and Gaussian basis functions decay faster than true orbital tails. A kernel could supply the attraction without nonlocal exchange only if it diverged fast enough to compensate the overlap; such kernels are outside the present class.

The exchange term is different: it contains the densities $\phi_i^2$ and $\phi_a^2$, each of unit charge. Put the $x$ axis along the line of centres, and let $\mathbf s_i$ and $\mathbf s_a$ be positions measured from the respective centres. With $\mathbf u=\mathbf s_a-\mathbf s_i$,
\begin{equation}
\frac1{|R\hat{\mathbf x}+\mathbf u|}=\frac1R-\frac{u_x}{R^2}+\frac{3u_x^2-u^2}{2R^3}+\cdots .
\end{equation}
By inversion symmetry the averages of $\mathbf s_i$ and $\mathbf s_a$ vanish. The linear term then drops out, and so do the cross terms in the quadratic one. Defining $Q_p=\langle(3s_x^2-s^2)/2\rangle_p$ for each orbital density,
\begin{equation}
(ii|c|aa)=\frac{\alpha}{R}+\frac{\alpha(Q_i+Q_a)}{R^3}+O(R^{-5}).
\label{J}
\end{equation}
For a range-separated functional there is a further contribution from the complementary error function in Eq.~(\ref{c}). If the two orbital densities are replaced by point charges at their centres, it is $(\alpha_{\rm SR}-\alpha)\,\mathrm{erfc}(\mu R)/R$. Since both the complementary error function and the orbital tails decay faster than any power, the full contribution vanishes faster than any power of $1/R$ once $\mu R$ is large. When $\mu R$ is not large, the fraction that matters is approximately $c(R)$ and not $\alpha$.

It remains to ask whether the other excitations change this result. Consider first the couplings in $\mathbf A$. A local excitation on D has both $j$ and $b$ on D; its Hartree and kernel couplings contain $\phi_i\phi_a$, and its exchange coupling contains $\phi_a\phi_b$, all overlaps between different fragments. For a local excitation on A the exchange coupling contains $\phi_i\phi_j$, with the same outcome. For a transfer in the reverse direction, with $j$ on A and $b$ on D, both $\phi_i\phi_j$ and $\phi_a\phi_b$ are such overlaps. All these couplings are exponentially small. Another transfer from D to A, say $i\to b$, is coupled by $-(ii|c|ab)$. Since $\phi_a$ and $\phi_b$ are orthogonal, their product has no net charge, and its leading moment is at most a dipole. The coupling is then $O(R^{-2})$. The same holds for $j\to a$, and if both orbitals change the coupling is $O(R^{-3})$. If the other transfer energies stay a finite distance away, second-order perturbation theory gives a shift
\begin{equation}
\sum_k\frac{\mathbf A_{0k}^2}{\mathbf A_{00}-\mathbf A_{kk}}=O(R^{-4}),
\end{equation}
where 0 denotes $i\to a$. This is the polarization of the transferred charges, as far as single excitations describe it. The estimate does not cover degenerate transfers: a coupling between them enters at first order unless it vanishes by symmetry.

In $\mathbf B$, the exchange term $(ib|c|ja)$ escapes the overlap argument when $b$ lies on D and $j$ on A. This is a transfer in the reverse direction, and the integral is an interaction of two transition dipoles, $O(R^{-3})$. The second of Eqs.~(\ref{XY}) gives, to leading order, $Y_k=-\mathbf B_{k0}X_0/(\omega+\mathbf A_{kk})$. Insertion into the first shifts $\omega$ by $-\sum_k\mathbf B_{0k}^2/(\omega+\mathbf A_{kk})=O(R^{-6})$. The diagonal element therefore determines the energy through order $R^{-3}$:
\begin{equation}
\omega=\varepsilon_a-\varepsilon_i-\frac{\alpha}{R}-\frac{\alpha(Q_i+Q_a)}{R^3}+O(R^{-4}).
\label{main}
\end{equation}

The eigenvalues are those of the combined system at distance $R$. The other fragment is neutral and has no dipole, so its electrostatic potential starts with the quadrupole term, $O(R^{-3})$; its exchange with the orbital requires overlap. Each eigenvalue thus approaches that of the isolated fragment without a $1/R$ term, and the coefficient of $-1/R$ in the excitation energy is $\alpha$. For $\alpha=0$, which includes semilocal functionals and screened hybrids, the energy becomes flat at large $R$. The potential acting on $\phi_a$ still contains the full repulsion from the donor's electrons, and no surviving term of the response removes the share of the electron that has left.

The energy that $\omega$ ought to reproduce follows from total energies. Let $I=E({\rm D}^+)-E({\rm D})$ be the ionization energy of the donor and $A=E({\rm A})-E({\rm A}^-)$ the electron affinity of the acceptor, both at fixed nuclei. Two unit charges of opposite sign attract each other with $-1/R$, so
\begin{align}
\omega_{\rm M}&=E({\rm D}^+)+E({\rm A}^-)-\frac1R-E({\rm D})-E({\rm A})\nonumber\\
&=I-A-\frac1R .
\label{M}
\end{align}
This is the Mulliken limit. Its corrections start at $R^{-3}$, from the quadrupoles of the ions. Subtracting it from Eq.~(\ref{main}) gives
\begin{equation}
\omega-\omega_{\rm M}=\left[\varepsilon_a-\varepsilon_i-(I-A)\right]+\frac{1-\alpha}{R}+O(R^{-3}),
\label{error}
\end{equation}
where the eigenvalues may now be those of the isolated fragments. The first term does not depend on $R$ and the second does, so they cannot cancel over a range of distances. The Mulliken limit requires $\alpha=1$ and, separately, $\varepsilon_a-\varepsilon_i=I-A$. Full long-range exchange is necessary for functionals of this class, but it is not sufficient.

Hartree--Fock theory shows the difference. Removing an electron from $\phi_i$ with all orbitals frozen deletes its one-electron energy and its interaction with the other electrons, which together are $\varepsilon_i$; the energy changes by $-\varepsilon_i$. Adding an electron to $\phi_a$ changes it by $\varepsilon_a$. Relaxing the orbitals can only lower the energies of the ions, so, with $I$ and $A$ taken as differences of Hartree--Fock total energies, $I\le-\varepsilon_i$ and $-A\le\varepsilon_a$. Hence
\begin{equation}
\varepsilon_a-\varepsilon_i\ge I-A .
\end{equation}
The slope is right, but the constant lies above the Hartree--Fock value of $I-A$ whenever the ions relax. The argument does not cover the exact $I$ and $A$, which contain correlation.

For a worked example take H$_2$ as donor and F$_2$ as acceptor, with bond lengths 1.4 and 2.7 bohr, parallel to each other and perpendicular to the line of centres, in the 6-31G basis. The functionals are integrated on a coarse grid, so their absolute energies depend on the grid in the fifth decimal; the differences between distances are much less sensitive to it. The neutral molecules are computed as closed shells with restricted orbitals, as the derivation assumes, and the ions with unrestricted orbitals; the total energies, and hence $I$ and $A$, refer to this choice. The orbital $i$ is the occupied orbital of H$_2$, and $a$ is the lowest empty orbital of F$_2$. The response matrices are diagonalized in full at $R=20$ and 40 bohr. The numerical check tests $\mathbf A$ at 20 bohr against a separate response routine, by its action on a random vector, and tests the resulting energies against Eq.~(\ref{main}) with the point-charge tail of $c(R)/R$ included.

For Hartree--Fock at 40 bohr the gap $\varepsilon_a-\varepsilon_i$ is $0.07386+0.59556=0.66942$ hartree. With $1/R=0.02500$ the leading formula gives $0.66942-0.02500=0.64442$, and the response calculation gives 0.64444 hartree. At 20 bohr the leading formula gives 0.619422 and the response 0.619611. The difference is the quadrupole term: with $Q_i+Q_a=-1.532$ bohr$^2$,
\begin{equation}
-\frac{Q_i+Q_a}{R^3}=\frac{1.532}{8000}=0.000192\ \text{hartree},
\end{equation}
which brings the formula, evaluated with unrounded values, to 0.619613 hartree.

The long-range fraction can be read from the two response energies alone, as
\begin{equation}
\alpha_{\rm eff}=\frac{\omega(40)-\omega(20)}{1/20-1/40}.
\end{equation}
For PBE0, with $\alpha=0.25$, this is $(0.288295-0.282079)/0.025=0.249$. The other results are 0.646 for CAM-B3LYP ($\alpha=0.65$), 0.994 for LC-$\omega$PBE ($\alpha=1$), 0.993 for Hartree--Fock and 0.000 for PBE. The Hartree--Fock value falls short of one by 0.007 because the quadrupole term raises the energy more at 20 bohr than at 40: $(0.000192-0.000024)/0.025=0.007$.

The screened hybrid HSE06 has $\alpha=0$ but gives 0.0012. At 20 bohr its response energy is 0.264297 hartree and its gap 0.264322. Including the short-range tail $c(R)/R$ in the formula gives 0.264299, which accounts for nearly all of the difference. The response lies 0.000025 hartree below the gap at 20 bohr, of which the tail, evaluated for point charges, supplies 0.000023, and coincides with the gap at 40 bohr. This contributes $0.000025/0.025=0.0010$ to the slope, and the change of the gap from 0.264322 to 0.264327 contributes the remaining 0.0002.

The constant in Eq.~(\ref{error}) is a separate matter. For PBE, $I=0.60065$ and $A=-0.03910$ hartree, so $I-A=0.63975$, while the gap is 0.17608. At 40 bohr the error relative to the Mulliken energy of the same functional is
\begin{equation}
(0.17608-0.63975)+0.02500=-0.43867\ \text{hartree}.
\end{equation}
The response energy is 4.79 eV where the Mulliken formula gives 16.73 eV. The gap alone is too small by 0.46367 hartree, more than the total error. The missing attraction has the opposite sign and hides a small part of the gap error; its own mark is the nearly flat curve, 0.176075 hartree at 20 bohr and 0.176083 at 40 bohr.

With PBE0 the error is $-0.307$ hartree. LC-$\omega$PBE has the full $-1/R$, yet an error of $-0.118$ hartree remains: 13.08 eV against 16.28 eV. Hartree--Fock errs the other way, by $+0.096$ hartree, or 17.54 eV against 14.92 eV, with the sign required by the inequality above. In the range-separated form, $\mu$ can be varied to change the eigenvalues and the total energies while $\alpha$ stays at one, so the constant can be adjusted without spoiling the slope, provided $\mu R$ stays large at the distances of interest.

The Mulliken law can also be checked without response theory. Placing the Hartree--Fock densities of H$_2^+$ and F$_2^-$ side by side and evaluating the energy directly gives 0.523630 hartree above the neutral pair at 20 bohr, against 0.523441 from Eq.~(\ref{M}). At 40 bohr the values are 0.548465 and 0.548441. The difference drops from 0.000189 to 0.000024 hartree, close to the factor of eight expected of an $R^{-3}$ term.

The computed affinities are negative for all four methods for which they were evaluated: in this basis, at this bond length, F$_2^-$ lies above F$_2$. The basis has no diffuse functions, which an anion needs more than a neutral molecule does, and it confines the added electron to the molecule. These numbers therefore test relations between quantities computed in one basis and are no prediction for real F$_2$. The Mulliken energies used for comparison likewise carry the errors of the functional that supplies $I$ and $A$.

\section*{Computed results}
\begin{verbatim}
H2 bond 1.4 bohr, F2 bond 2.7 bohr, basis 6-31g
distances R: 20 and 40 bohr
1/R: 0.05000 and 0.02500 hartree
Eigenvalues at R = 40 bohr (hartree); a_LR has no unit
method      a_LR    eps_i     eps_a     eps_a-eps_i
PBE         0.00  -0.38095  -0.20486   0.17608
HSE06       0.00  -0.42728  -0.16295   0.26433
PBE0        0.25  -0.44230  -0.14776   0.29454
CAM-B3LYP   0.65  -0.50031  -0.09645   0.40385
LC-wPBE     1.00  -0.55770  -0.05202   0.50567
HF          1.00  -0.59556   0.07386   0.66942
Transfer energy at R = 20 bohr (hartree)
method      response   gap-a_LR/R  with R^-3 term
PBE          0.176075   0.176075   0.176075
HSE06        0.264297   0.264322   0.264299
PBE0         0.282079   0.282035   0.282080
CAM-B3LYP    0.371463   0.371348   0.371464
LC-wPBE      0.455841   0.455667   0.455843
HF           0.619611   0.619422   0.619613
Transfer energy at R = 40 bohr (hartree)
method      response   gap-a_LR/R  with R^-3 term
PBE          0.176083   0.176083   0.176083
HSE06        0.264327   0.264327   0.264327
PBE0         0.288295   0.288290   0.288295
CAM-B3LYP    0.387616   0.387601   0.387616
LC-wPBE      0.480692   0.480670   0.480692
HF           0.644443   0.644419   0.644443
Slope of omega against -1/R, from both R (no unit)
PBE         0.0003
HSE06       0.0012
PBE0        0.2486
CAM-B3LYP   0.6461
LC-wPBE     0.9940
HF          0.9933
Fragments (hartree); error = omega - (I-A-1/R) at 40 bohr
method       I        A       gap-(I-A)   error
PBE         0.60065 -0.03910  -0.46367  -0.43867
PBE0        0.60200 -0.01798  -0.32544  -0.30668
LC-wPBE     0.60681 -0.01663  -0.11778  -0.11775
HF          0.56997 -0.00347   0.09598   0.09600
At 40 bohr (eV): response, I-A-1/R
PBE          4.791  16.728
PBE0         7.845  16.190
LC-wPBE     13.080  16.285
HF          17.536  14.924
HF ion pair, R=20 bohr: direct 0.523630, I-A-1/R 0.523441 hartree
HF ion pair, R=40 bohr: direct 0.548465, I-A-1/R 0.548441 hartree
HF, R=20 bohr: (ii|aa) = 0.049811 hartree, Q_i+Q_a = -1.532 bohr^2
PBE, R=7 bohr: 2(ia|ia) = 5.79e-05, 2(ia|f|ia) = -3.19e-05 hartree
PBE, R=10 bohr: 2(ia|ia) = 7.54e-09, 2(ia|f|ia) = -4.18e-09 hartree
\end{verbatim}
